\section*{Nottingham Heating and Cooling in Field Emission into a Gate Dielectric}

\section{The problem}

A metal gate at negative bias injects electrons into an alumina blocking layer, as happens during the erase operation of a charge-trap memory. Each electron that tunnels out is replaced from the circuit by one arriving at the Fermi level. If the emitted electrons lie on average below the Fermi level, the exchange leaves heat in the gate; if they lie above it, the gate is cooled. This is the Nottingham effect.

Take a barrier $\phi=3.0$ eV above the Fermi level, a tunnelling mass $m=0.25$ electron masses, a field $F=6$ MV/cm at the cathode and a film 12 nm thick. Find the mean total energy of the emitted electrons as a function of temperature, and the temperature at which heating of the emitter turns into cooling.

Energies are measured from the Fermi level, $F>0$ is the magnitude of the field, $q>0$ is the elementary charge and $k$ without subscript is Boltzmann's constant. The wavevector $\mathbf k_t$ parallel to the interface is conserved. The return current from the far side is neglected, since the film carries 7.2 V.

\section{The barrier and the current}

Let an electron have total energy $\varepsilon$, and define
\begin{equation}
\lambda=\frac{\hbar^2k_t^2}{2m},\qquad w=\varepsilon-\lambda .
\end{equation}
In the dielectric the energy $\lambda$ is tied up in parallel motion, so at depth $x$ the electron lies below the barrier by $U=\phi-w-qFx$. Its decay constant is $\kappa(U)=\sqrt{2mU}/\hbar$. With $dx=-dU/(qF)$, the WKB exponent is
\begin{equation}
S(w)=2\int\kappa\,dx=\frac{2}{qF}\int_0^{\phi-w}\kappa(U)\,dU
=\frac{4\sqrt{2m}}{3\hbar qF}(\phi-w)^{3/2}.
\label{action}
\end{equation}
The transmission is $D=e^{-S}$. Near the Fermi level we keep the linear term, $D(w)\simeq D_Fe^{w/d}$ with $D_F=e^{-S(0)}$. Differentiating the middle form of (\ref{action}) with respect to its upper limit gives
\begin{equation}
\frac1d=-\left.\frac{dS}{dw}\right|_{0}=\frac{2\kappa_F}{qF},
\qquad \kappa_F=\frac{\sqrt{2m\phi}}{\hbar}.
\label{d}
\end{equation}
The energy $d$ is the change of $w$ that multiplies the transmission by $e$.

The current density, with two spin states, is
\begin{equation}
J=\frac{2q}{(2\pi)^3}\int v_z f(\varepsilon)D(w)\,d^3k,
\qquad f=\frac1{1+e^{\varepsilon/kT}} .
\end{equation}
At fixed $\mathbf k_t$, $v_z\,dk_z=d\varepsilon/\hbar$. Also $d^2k_t=\pi\,d(k_t^2)=(2\pi m/\hbar^2)\,d\lambda$. Therefore
\begin{equation}
J=A\int d\varepsilon\int_0^\infty d\lambda\; f(\varepsilon)D(\varepsilon-\lambda),
\qquad A=\frac{qm}{2\pi^2\hbar^3}.
\label{J}
\end{equation}
The mass in $A$ is that of the dielectric, because $\lambda$ was defined with it. With the WKB transmission used here, which leaves out wave matching at the interface, the metal mass would enter only through the upper limit of $\lambda$. For a metal band 5 eV deep with the free-electron mass, that limit is about $5/0.25=20$ eV at the Fermi level, far above $d$, and it may be replaced by infinity.

\section{A tempting solution}

Tunnelling depends on $w$, so it seems natural to sort the electrons by $w$. At fixed $w$ the supply is
\begin{equation}
\int_0^\infty\frac{d\lambda}{1+e^{(w+\lambda)/kT}}
=kT\ln\!\left(1+e^{-w/kT}\right).
\end{equation}
The mean of $w$ follows from the generating integral, with $\beta=1/d$,
\begin{equation}
Z(\beta)=\int_{-\infty}^{\infty}e^{\beta w}\ln\!\left(1+e^{-w/kT}\right)dw ,
\end{equation}
because $\langle w\rangle=d\ln Z/d\beta$. Integrate by parts. The boundary terms vanish for $0<kT<d$, and the derivative of the logarithm is $-(kT)^{-1}/(1+e^{w/kT})$, so
\begin{equation}
Z=\frac{I(\beta)}{\beta kT},\qquad
I(\beta)=\int_{-\infty}^{\infty}\frac{e^{\beta w}}{1+e^{w/kT}}\,dw .
\end{equation}

To find $I$, put $w=kTx$ and $p=\beta kT=kT/d$. Integrate $e^{px}/(1+e^x)$ around the rectangle whose long sides are the real axis and the line ${\rm Im}\,x=2\pi$. The short sides contribute nothing in the limit when $0<p<1$. On the upper side the integrand is $e^{2\pi ip}$ times that on the lower side, and it is traversed backwards. The enclosed pole at $x=i\pi$ has residue $e^{i\pi p}/e^{i\pi}=-e^{i\pi p}$. Hence
\begin{equation}
(1-e^{2\pi ip})\int_{-\infty}^{\infty}\frac{e^{px}}{1+e^x}dx=-2\pi i\,e^{i\pi p}.
\end{equation}
Dividing by $e^{i\pi p}$ turns the bracket into $-2i\sin\pi p$, and
\begin{equation}
I(\beta)=\frac{\pi kT}{\sin(\pi kT\beta)} .
\label{I}
\end{equation}
Thus $\ln Z=-\ln\beta-\ln\sin(\pi kT\beta)+\text{const}$, and
\begin{equation}
\langle w\rangle=-d-\pi kT\cot\frac{\pi kT}{d}.
\label{w}
\end{equation}

It remains to add the parallel part. At fixed $w$ the occupation falls with $\lambda$ as $e^{-\lambda/kT}$, whose mean is $kT$. The proposed answer is
\begin{equation}
\langle\varepsilon\rangle_{\rm wrong}=-d+kT-\pi kT\cot\frac{\pi kT}{d}.
\label{wrong}
\end{equation}
At $kT=d/2$ the cotangent vanishes and this gives $-d/2$: the emitter would still be heated there.

\section{Where it fails}

Take $T\to0$. Since $x\cot x\to1$ as $x\to0$, the last term of (\ref{wrong}) tends to $-d$, and the proposed mean tends to $-2d$. Equation (\ref{J}) says otherwise. At zero temperature all states with $\varepsilon<0$ are full, and the integral over $\lambda$ leaves a weight $e^{\varepsilon/d}$, whose mean on the negative axis is $-d$.

Equation (\ref{w}) is sound. The fault is the value $\langle\lambda\rangle=kT$. The factor $e^{-\lambda/kT}$ is the Boltzmann tail of $f(w+\lambda)$, valid for $w\gg kT$. For $w$ well below the Fermi level, exclusion fills every state from $\lambda=0$ up to $\lambda\simeq-w$, so the mean of $\lambda$ at that $w$ is about $|w|/2$, however cold the metal is.

The correct mean is seen by holding $\varepsilon$ fixed instead. The weight in (\ref{J}) factorizes,
\begin{equation}
f(\varepsilon)D(\varepsilon-\lambda)=D_F\,\bigl[f(\varepsilon)e^{\varepsilon/d}\bigr]\,e^{-\lambda/d},
\label{factor}
\end{equation}
so $\lambda$ is distributed as $e^{-\lambda/d}$, independently of $\varepsilon$, and $\langle\lambda\rangle=d$. The barrier, which penalizes parallel motion, sets this mean; the temperature does not. The tempting solution is therefore too low by $d-kT$.

\section{The right solution}

Integrating (\ref{factor}) over $\lambda$ gives a factor $d$ and the total-energy distribution
\begin{equation}
j(\varepsilon)=A\,d\,D_F\,\frac{e^{\varepsilon/d}}{1+e^{\varepsilon/kT}} .
\label{ted}
\end{equation}
Its integral over $\varepsilon$ is the $I$ already found, so
\begin{equation}
J=A\,d^2D_F\,\frac{\pi p}{\sin\pi p},\qquad p=\frac{kT}{d}<1 .
\end{equation}
Its mean is the logarithmic derivative of (\ref{I}):
\begin{equation}
\boxed{\;\langle\varepsilon\rangle=\frac{d\ln I}{d\beta}
=-\pi kT\cot\frac{\pi kT}{d}\;}
\label{mean}
\end{equation}
This agrees with $\langle w\rangle+\langle\lambda\rangle$ from (\ref{w}) with $\langle\lambda\rangle=d$. A second derivative gives the variance,
\begin{equation}
\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2
=\left(\frac{\pi kT}{\sin\pi p}\right)^2 .
\end{equation}

As a test of the route from (\ref{J}) to (\ref{mean}), the three-dimensional integral over $\mathbf k$ was evaluated numerically with the linear exponent, metal mass 1.0 and dielectric mass 0.25. At 300, 392 and 398 K it reproduced the current to within 0.01\% and the mean energy to within 0.01 meV.

\subsection{The inversion}

Each emitted electron removes $\varepsilon$ and its replacement brings zero, so the heating power per unit area of the emitter is
\begin{equation}
P=-\frac{J\langle\varepsilon\rangle}{q}.
\end{equation}
To find its changes of sign, write $\langle\varepsilon\rangle=-d\,x\cot x$ with $x=\pi kT/d$ and hold $F$, hence $d$, fixed:
\begin{equation}
\frac{d\langle\varepsilon\rangle}{dT}
=\frac{\pi k}{d}\,d\left(\frac{x}{\sin^2x}-\cot x\right)
=\pi k\,\frac{x-\sin x\cos x}{\sin^2x}>0,
\end{equation}
since $2x>\sin2x$ for $x>0$. The mean rises steadily and crosses zero once, at $x=\pi/2$:
\begin{equation}
kT^*=\frac d2=\frac{qF}{4\kappa_F}.
\label{inv}
\end{equation}
Below $T^*$ the emitter is heated; for $d/2<kT<d$ it is cooled.

The reason is a symmetry. At $kT=d/2$ the distribution (\ref{ted}) is proportional to
\begin{equation}
\frac{e^{\varepsilon/2kT}}{1+e^{\varepsilon/kT}}=\frac1{2\cosh(\varepsilon/2kT)},
\end{equation}
an even function. The transmission rises as $e^{\varepsilon/2kT}$, and far above the Fermi level the occupation falls twice as fast, so the two flanks are mirror images. The rms width there is $\pi kT^*$, and the slope of the mean is $\pi^2k/2$.

\subsection{Two limits}

For $kT\ll d$, $x\cot x\simeq1-x^2/3$ gives
\begin{equation}
\langle\varepsilon\rangle\simeq-d+\frac{\pi^2(kT)^2}{3d}.
\end{equation}
The correction is quadratic because only electrons near the Fermi edge are rearranged.

As $kT\to d$, put $p=1-\delta$. Then $\cot\pi p=-\cot\pi\delta\simeq-1/(\pi\delta)$ and $\langle\varepsilon\rangle\simeq kT/\delta$, which diverges. The upper flank decays as $e^{-\varepsilon(1/kT-1/d)}$ and becomes flat. The emitted electrons then come from energies where the linear exponent no longer holds, so the divergence belongs to the approximation.

\section{Correction for the triangular barrier}

The distribution is not narrow at the inversion, so the curvature of the exponent needs attention. From (\ref{action}) and (\ref{d}), $S(0)=2\phi/(3d)$. Expanding $(1-w/\phi)^{3/2}=1-3w/2\phi+3w^2/8\phi^2-\dots$,
\begin{equation}
\ln D=-S(0)+\frac wd-\frac{w^2}{4\phi d}+\dots
\label{curv}
\end{equation}
The factor replacing $e^{\varepsilon/d}$ is $G(\varepsilon)=\int_0^\infty D(\varepsilon-\lambda)\,d\lambda=\int_{-\infty}^{\varepsilon}D(w)\,dw$. At the Fermi level,
\begin{equation}
\frac{G(0)}{D_F}\simeq\int_0^\infty e^{-\lambda/d}\left(1-\frac{\lambda^2}{4\phi d}\right)d\lambda
=d-\frac{2d^3}{4\phi d}=d\left(1-\frac{d}{2\phi}\right).
\end{equation}
Since $dG/d\varepsilon=D$, the logarithmic slope there is
\begin{equation}
\frac{D_F}{G(0)}\simeq\frac1d+\frac1{2\phi}.
\end{equation}
The quadratic term of $\ln G$ does not move the zero at first order: it shifts the mean in proportion to $\langle\varepsilon^3\rangle-\langle\varepsilon\rangle\langle\varepsilon^2\rangle$, which vanishes for an even distribution. The inversion occurs where $kT$ times the slope is $1/2$:
\begin{equation}
kT^*\simeq\frac{d/2}{1+d/(2\phi)} .
\label{corr}
\end{equation}

\section{Numbers for the alumina layer}

The decay constant is $\kappa_F=4.437$ nm$^{-1}$ and the force is $qF=0.6$ eV/nm. Hence
\begin{equation}
d=\frac{0.6}{2\times4.437}\ \text{eV}=67.6\ \text{meV},\qquad
kT^*=33.8\ \text{meV},
\end{equation}
which is $T^*=392$ K, or $119\,^\circ$C. The tunnelling distance at the Fermi level, $3.0/0.6=5$ nm, is less than the 12 nm film, as the triangular barrier requires.

At 300 K, $kT=25.85$ meV and $p=0.3823$, so (\ref{mean}) gives $-31.5$ meV. The tempting formula would subtract a further $67.62-25.85=41.77$ meV and more than double the heating. At 358.15 K the same formula gives $-13.4$ meV, and at 398.15 K it gives $+2.5$ meV. The slope at inversion is 0.425 meV/K and the rms width is 106 meV, so the sign of the heat depends on a small imbalance between two broad flanks.

Because $T^*$ is proportional to $F$, the inversion can also be reached at fixed temperature by lowering the field. At 300 K it lies at $6\times300/392=4.6$ MV/cm. Moderately weaker fields give cooling, but the current is then about $10^{-10}$ A/cm$^2$ at 4.5 MV/cm and $10^{-15}$ A/cm$^2$ at 3.5 MV/cm, so the cooling power is negligible. The barrier ceases to be triangular below $3.0/12=0.25$ eV/nm, or 2.5 MV/cm, before $d$ as given by (\ref{d}) would fall to $kT$ at 2.3 MV/cm.

The power is small. At 300 K, $J=3.40\times10^{-6}$ A/cm$^2$ and
\begin{equation}
P=3.40\times10^{-6}\times0.0315=1.07\times10^{-7}\ \text{W/cm}^2 .
\end{equation}
The total dissipation is $JV=3.40\times10^{-6}\times7.2=2.45\times10^{-5}$ W/cm$^2$, so the Nottingham share is 0.44\%. The current and both powers are values of the linear WKB model, not predictions to three digits: at 300 K, wave matching for the metal band assumed above raises the current by a factor of about 1.8 if $\psi$ and $\psi'/m$ are continuous at the interface (about 1.3 if $\psi'/\psi$ is continuous instead), and an image force with optical permittivity 3.0 raises it by about 4.4. The share equals $|\langle\varepsilon\rangle|$ divided by 7.2 eV, so the size of the current cancels from it; the full triangular WKB barrier gives a mean of $-29.2$ meV at 300 K and a share of 0.41\%. Above $T^*$ the emitting surface loses heat through this exchange while the stack as a whole still dissipates $JV$.

Solving the full triangular WKB barrier gives $T^*=388.2$ K, against 388.0 K from (\ref{corr}). With the barrier four times higher and the field doubled, which keeps $d$ fixed, the full result is 391.2 K, closer to $d/2$ as expected. These values omit the prefactor that wave matching at the metal surface adds to the WKB transmission. For the metal band assumed above, matching with $\psi$ and $\psi'/m$ continuous lowers $T^*$ by a further 3 K, while matching with $\psi'/\psi$ continuous raises it by 5 K. The shift is comparable with the curvature correction itself, and its sign depends on the interface condition. Well above the inversion the curvature matters more: at 600 K, where $p=0.76$, the linear formula gives 178 meV and the full triangle 150 meV. The negative quadratic term in (\ref{curv}) suppresses the long upper flank.

\section{What a real film changes}

The inputs are rough typical values for a metal gate on alumina, and the inversion they give lies near the upper end of ordinary operating temperatures. That closeness should not be over-read, because $T^*\propto m^{-1/2}$: masses of 0.20 and 0.40 move it to 439 K and 310 K at the same barrier and field. At a rough breakdown field of 8 MV/cm it would be 523 K.

The largest computed upward shift comes from the dispersion in the gap. Equation (\ref{d}) with $\kappa_F$ kept general shows that $d$ depends on the decay constant at the interface. In the two-band Franz form, $\kappa^2=(2m/\hbar^2)U(1-U/E_g)$. With $E_g=6.5$ eV, $\kappa_F$ at $k_t=0$ is multiplied by $\sqrt{1-3.0/6.5}=0.73$, and $T^*$ rises to 535 K for the same band-edge mass. If the mass is instead readjusted to keep the WKB exponent at 29.6, $T^*$ is 453 K. Both values use $kT^*=d/2$; integrating the full Franz exponent over energy and $\mathbf k_t$, with $U=\phi-\varepsilon-qFx$ and $k_t^2$ added to $\kappa^2$, lowers them by about 9 and 7 K; if $\lambda$ is instead kept inside $U$, they move by about 0.1 K or less. A tunnelling exponent alone therefore does not fix the inversion temperature.

Other shifts are smaller. An image force with optical permittivity 3.0 lowers the barrier top by 0.54 eV and raises the transmission at the Fermi level by a factor 4.6, yet the full WKB inversion moves only to 385 K. A trapped sheet charge of $10^{12}$ cm$^{-2}$, at fixed voltage and static permittivity 9, changes the cathode field by at most 0.20 MV/cm, and $T^*$ by at most 13 K. Replacement electrons carry a Peltier energy: for a Seebeck coefficient of magnitude 5 $\mu$V/K it is 1.96 meV, which divided by the slope 0.425 meV/K is a shift of 4.6 K in size.

Traps can invalidate the picture altogether. Consider a trap level at the Fermi energy, placed so that each half of the path has exponent $S(0)/2$, with attempt rate $\nu=10^{13}$ s$^{-1}$. The metal state is half occupied. If $n$ is the trap occupation, steady state requires $\tfrac12(1-n)=\tfrac12n+n$: filling from the metal balances return to the metal and escape forward. Thus $n=1/4$, and each trap passes $(\nu/4)e^{-S(0)/2}$ electrons per second. A density of $2.7\times10^7$ cm$^{-2}$ of such traps would match the direct current at $T^*$. This is a rough estimate for aligned traps, but the density is tiny beside the $10^{12}$ cm$^{-2}$ considered above. Where the trap path dominates, the trap levels shape the energy distribution, and (\ref{mean}) and (\ref{inv}) describe only the direct part of the current. The numerical output lists the inputs used here.

\section*{Computed results}
\begin{verbatim}
Barrier height: 3.00 eV; tunnelling mass: 0.25 m_e
Cathode field: 6.00 MV/cm; thickness: 12.0 nm
Metal mass: 1.0 m_e; band depth: 5.0 eV
Tunnelling distance at Fermi level: 5.00 nm
Decay constant at interface: 4.437 1/nm
WKB exponent at Fermi level: 29.58 (no unit)
Energy width d: 67.62 meV
Inversion kT = d/2: 33.81 meV
Inversion temperature: 392.3 K = 119.2 deg C
Rms energy width at inversion: 106.2 meV
Slope of mean energy at inversion: 0.4253 meV/K
T = 300.00 K: kT = 25.85 meV, p = 0.3823
  mean energy, formula: -31.47 meV; full triangle: -29.23 meV
T = 358.15 K: kT = 30.86 meV, p = 0.4564
  mean energy, formula: -13.35 meV; full triangle: -11.33 meV
T = 398.15 K: kT = 34.31 meV, p = 0.5074
  mean energy, formula: 2.51 meV; full triangle: 4.13 meV
T = 600.00 K: kT = 51.70 meV, p = 0.7647
  mean energy, formula: 178.14 meV; full triangle: 149.99 meV
Inversion field at 300 K: 4.59 MV/cm
Current density at 300 K: 3.398e-06 A/cm2
Current density at inversion: 4.144e-06 A/cm2
Nottingham heating at 300 K: 1.069e-07 W/cm2
Total dissipation JV at 300 K: 2.447e-05 W/cm2
Nottingham share of JV at 300 K: 0.437 %
Inversion, full triangular WKB: 388.2 K
Inversion, first barrier correction: 388.0 K
Inversion, barrier x4 at same d, full WKB: 391.2 K
Optical permittivity: 3.0 (relative)
Image-force barrier lowering: 0.537 eV
Inversion with image force, full WKB: 384.7 K
Image-force gain of transmission at E_F: 4.61 times
Band gap for Franz dispersion: 6.5 eV
Inversion, Franz, same band-edge mass: 534.7 K
Inversion, Franz, same WKB exponent: 453.1 K
Inversion for mass 0.20 m_e: 438.6 K
Inversion for mass 0.40 m_e: 310.2 K
Trapped charge: 1.0e+12 1/cm2; static permittivity: 9.0
Largest field change from it: 0.201 MV/cm
Largest inversion shift from it: 13.1 K
Seebeck magnitude: 5.0 uV/K; Peltier energy: 1.96 meV
Inversion shift from Peltier energy: 4.6 K
Rough breakdown field: 8.0 MV/cm
Inversion temperature at that field: 523.1 K
Trap attempt rate: 1.0e+13 1/s
Resonant mid-action trap density giving equal current: 2.74e+07 1/cm2
\end{verbatim}
